Centre temperature of a uniformly heated gas between equal-temperature plates

Q: You want the temperature midway between two plates when the gas between them is heated. Its conductivity depends on the temperature you are looking for. Why should there be a closed answer at all?

A: Because only one quantity in the problem is nonlinear, and it can be absorbed into a new variable. First the model. The plates are parallel, wide compared with their separation L, and both held at T_w. Let z run from −L/2 to L/2, with z = 0 at mid-gap. Heat is released at a steady rate q per unit volume, the same everywhere. The gas is at rest, and heat leaves it by conduction alone. Next to a plate the gas has the plate's temperature.

Let J be the heat flux, counted positive towards +z. Fourier's law gives

J = −k(T) dT/dz.

In a slab between z and z + dz, the outflow minus the inflow is J(z + dz) − J(z). In steady state this equals the heat released, q dz, so

dJ/dz = q.

Together,

d/dz [k(T) dT/dz] = −q.

Q: That is the nonlinear equation I was worried about. Expanding the derivative even produces a term in (dT/dz)².

A: So do not expand it. Define the Kirchhoff potential

Θ(T) = ∫ k(T′) dT′, from T_w to T.

Its derivative with respect to T is k(T), so the chain rule gives

dΘ/dz = k(T) dT/dz = −J.

Differentiating once more and using dJ/dz = q,

d²Θ/dz² = −q.

This is linear, with no approximation made on the way. At both plates T = T_w, where the integral has zero length, so Θ = 0 there.

Q: And the solution?

A: Integrating twice gives

Θ = −q z²/2 + C₁z + C₂.

The conditions at z = ±L/2 are

−qL²/8 + C₁L/2 + C₂ = 0,
−qL²/8 − C₁L/2 + C₂ = 0.

Subtracting them gives C₁ = 0, and adding them gives C₂ = qL²/8. Hence

Θ(z) = (q/2)(L²/4 − z²),  Θ_c = qL²/8.

The flux is J = −dΘ/dz = qz, so each plate receives qL/2, half the heat released per unit plate area. Since k is positive, Θ rises with T, and for q > 0 the hottest point is where Θ peaks, at mid-gap. Nothing so far has used the form of k(T).

Q: Then the form of k must enter when you go back from Θ to T.

A: Yes. Take the power law

k(T) = k_w (T/T_w)^s,  s > −1,

where k_w is the conductivity at the plate temperature. Write n = s + 1, which is positive. Then

Θ = (k_w/T_w^s) ∫ T′^s dT′
  = (k_w/T_w^s)(T^n − T_w^n)/n
  = (k_w T_w/n)[(T/T_w)^n − 1].

The last line takes T_w^n out of the bracket and uses T_w^n/T_w^s = T_w. At the centre this must equal qL²/8. Multiplying by n/(k_w T_w) gives

(T_c/T_w)^n − 1 = nβ,  β = qL²/(8 k_w T_w).

The number β is the temperature rise that constant conductivity k_w would give, in units of T_w. Taking the positive nth root,

T_c = T_w [1 + (s + 1)β]^{1/(s+1)}.

This is exact for the stated model. At other positions Θ is smaller than Θ_c by the factor 1 − 4z²/L², so

T(z) = T_w [1 + (s + 1)β(1 − 4z²/L²)]^{1/(s+1)}.

Q: Can the bracket become negative?

A: Not for heating, since n and β are then both positive. If the gas is uniformly cooled, β is negative and the solution requires 1 + nβ > 0. At equality the centre would reach absolute zero, and beyond it this model has no steady state.

Q: When does this reduce to the constant-conductivity result: when s is zero, or when the heating is weak?

A: They are different limits. Setting s = 0 makes the exponent and the factor in the bracket both equal to one:

T_c = T_w(1 + β) = T_w + qL²/(8k_w).

This holds for any β. To see how the limit is approached at fixed β, write T_c/T_w = exp(u), with u = ln(1 + nβ)/n. Because dn/ds = 1,

du/ds = β/[n(1 + nβ)] − ln(1 + nβ)/n².

At n = 1 we have exp(u) = 1 + β. Multiplying du/ds by this factor gives

d(T_c/T_w)/ds = β − (1 + β) ln(1 + β)  at s = 0.

Weak heating is the other case: s stays fixed and β is small. The binomial series gives

(1 + nβ)^{1/n} = 1 + (1/n)nβ + (1/2)(1/n)(1/n − 1)n²β² + …

The second-order coefficient is (1 − n)/2 = −s/2, so

T_c/T_w = 1 + β − sβ²/2 + O(β³).

The linear term does not contain s, because over a small temperature range the gas has nearly the conductivity k_w throughout.

Q: So for a gas with positive s the constant-k_w formula is too high. Is that true only for weak heating?

A: It is true at every β > 0. Consider

f(β) = (1 + β)^n − 1 − nβ.

It vanishes at β = 0, and its derivative is n[(1 + β)^{n−1} − 1]. For s > 0, n exceeds one and the derivative is positive, so (1 + β)^n > 1 + nβ. Taking the nth root,

1 + β > (1 + nβ)^{1/n}.

For −1 < s < 0 the derivative is negative and the inequality reverses. Physically, with s > 0 the hot gas conducts better than the gas at the plate, so a smaller temperature rise drives the same heat out.

Q: Could I keep the simple formula and choose a better constant?

A: There is one constant that gives the right centre temperature, though for s ≠ 0 it does not give the right profile. Define the average of k over the temperature interval,

k̄ = Θ_c/(T_c − T_w).

Then Θ_c = qL²/8 gives T_c − T_w = qL²/(8k̄) identically. But k̄ depends on T_c, so finding it is the same task as solving the problem.

Q: What happens under strong heating?

A: When nβ is much larger than one, the 1 in the bracket can be dropped:

T_c ≈ T_w(nβ)^{1/n}.

At fixed gap, plate temperature and gas, T_c then grows as q^{1/(s+1)}. For s = 0.7 the exponent is 0.588. Between β = 100 and β = 200, direct integration of the original heat equation gives an average logarithmic slope of 0.586. The formula explains the small deficit: its local slope is β/(1 + nβ), which lies below 1/n at finite β. These values of β test the mathematics; they do not describe a usable gas discharge.

Q: Give me a case with engineering numbers.

A: Take argon at 1 Torr between cooled plates at 300 K, 3 cm apart. Let 0.05 W/cm³ reach the neutral gas as heat. For argon I use k_w = 0.018 W/(m K) and s = 0.7, both rough typical values. In SI units q = 5 × 10⁴ W/m³ and L² = 9 × 10⁻⁴ m², so

Θ_c = (5 × 10⁴)(9 × 10⁻⁴)/8 = 5.625 W/m,
β = 5.625/(0.018 × 300) = 1.0417,
1 + nβ = 1 + 1.7 × 1.0417 = 2.771.

The exponent is 1/1.7 = 0.588, and therefore

T_c = 300 × 2.771^0.588 ≈ 546 K, or about 273 °C.

Constant conductivity would give 300 × 2.0417 = 612.5 K. That is 66 K too high, an error of 27% relative to the true rise of 246 K. The average conductivity is k̄ = 5.625/246.4 = 0.0228 W/(m K), also 27% above k_w, as it must be.

Q: You have used the transform at every stage. How do I know it has not hidden a mistake?

A: Leave it out. Start at the left plate with T = 300 K. By symmetry half the heat goes to each plate, so J = −qL/2 there. Then integrate the original pair of equations,

dT/dz = −J/k(T),  dJ/dz = q,

across the whole gap. The far plate is reached at 300 K to within 10⁻⁴ K, so the starting flux was right. The centre temperature comes out as 546.36 K, equal to the closed form to the digits printed.

The same integration gives 493 K at z = ±L/4. There Θ has 75% of its central value, but the temperature rise is 193 K, or 78% of the central rise. For s > 0 the temperature profile is flatter near the middle than a parabola.

Q: How weak must the heating be before I can forget about s?

A: From the series, the constant-k_w formula overestimates the temperature rise by a fraction of about sβ/2 when β is small. With the gap, plates and gas of the example held fixed, and the heating alone changed, the centre temperatures are:

0.002 W/cm³: 312.3 K, against 312.5 K for constant k_w;
0.010 W/cm³: 358.6 K, against 362.5 K;
0.050 W/cm³: 546.4 K, against 612.5 K;
0.200 W/cm³: 1026 K, against 1550 K.

The last row also stretches one power law over a wide temperature range, so it is an extrapolation.

The expansion in s is less useful here. At β = 1.0417 its slope is −0.4156, which for s = 0.7 predicts a correction of 300 × 0.7 × (−0.4156) = −87 K. The actual correction is −66 K, so s = 0.7 is too large for a first-order estimate to be accurate.

Q: Pressure has not appeared in the formula. Should a neutral-chemistry calculation care about this result?

A: It should, through the density. At fixed q, pressure drops out of the formula for T_c because the conductivity of a dilute gas does not depend on pressure while the mean free path is short compared with the gap. It returns through the temperature jump at the plates, estimated below. The density does depend on pressure:

N = p/(k_B T).

With p uniform across the gap, N falls from 3.22 × 10¹⁶ cm⁻³ at the plate to 1.77 × 10¹⁶ cm⁻³ at the centre, a ratio of 0.549. For a process whose rate is a fixed coefficient times N, the central rate falls by the same factor. The constant-k_w temperature would give 300/612.5 = 0.490, a central density about 11% too low.

Q: A real discharge does not heat its gas uniformly. How much does that matter?

A: It is the largest of the neglected effects I have sized. For any heating profile symmetric about mid-gap, J(z) is the heat released between 0 and z, and Θ_c is the integral of J from 0 to L/2. Heat released at z contributes to J from z out to the plate, a distance L/2 − z. Hence

Θ_c = ∫ q(z)(L/2 − z) dz, from 0 to L/2.

Heat released near the centre counts most. Take q(z) = q₀ cos(πz/L). Equal total power requires 2q₀L/π = qL, so q₀ = πq/2. Integrating by parts, the boundary term vanishes at both ends and

Θ_c = (q₀L/π) ∫ sin(πz/L) dz = q₀L²/π² = qL²/(2π).

This is 4/π times the uniform value, and it raises T_c by 54 K, to about 601 K. If the heating is instead proportional to the local gas density, hence to 1/T, more of it lies near the plates. At equal total power T_c then drops by 18 K. The cosine result happens to lie near the constant-k_w value of 612 K, but the two shifts have different causes, and the agreement does not justify constant conductivity.

Q: At 1 Torr, does the gas at the plate really have the plate's temperature?

A: Not quite. Let Γ be the number of atoms striking unit area per second, and T_g = T_w + ΔT the gas temperature extrapolated to the plate. A stream of monatomic gas carries on average 2k_BT per atom through a surface. Following Maxwell, assume that the arriving stream also carries half of the conducted flux J_w:

E_in = 2k_BT_gΓ + J_w/2.

A fraction α of the atoms leaves with the plate's temperature, and the rest keep their energy:

E_out = (1 − α)E_in + 2αk_BT_wΓ.

The net flux into the plate is

J_w = E_in − E_out = α(2k_BΓΔT + J_w/2).

Collecting J_w gives (1 − α/2)J_w = 2αk_BΓΔT, and so

ΔT = (2 − α)J_w/(4αΓk_B),  Γ = p/√(2πmk_BT_w),

where m is the atomic mass. This holds for ΔT much smaller than T_w. Here J_w = qL/2 = 0.075 W/cm², and with α chosen as 0.8 this estimate gives a jump of 6.35 K. Maxwell's assumption is approximate: a kinetic-model solution of the layer next to the plate gives about 7.3 K, some 14% more.

The centre rises by less. The difference in Θ between centre and plate is fixed by q, so k(T_c) δT_c = k(T_w) ΔT to first order. This gives δT_c = 0.549^0.7 × 6.35 ≈ 4.2 K, which agrees with the full integration. The jump is proportional to 1/p at fixed heat flux, so the model worsens as the pressure falls. Once the mean free path is comparable with the gap, Fourier's law itself fails.

Q: What about gas flow, buoyancy and the side walls?

A: They are small for these numbers. Let the plates have a radius of 15 cm, so that the gas receives 106 W in all. A feed of 100 sccm, even if all of it left at T_c, would carry away 0.36% of that heat.

For buoyancy I use the Rayleigh number

Ra = g[(T_c − T_w)/T_w]L³ρ²c_p/(μk_w),

with mass density ρ, specific heat c_p and viscosity μ taken at the plate temperature, and μ from the monatomic relation k = 15k_Bμ/(4m). It is 1.2, whereas convection in an internally heated layer between horizontal plates at equal temperature sets in only at about 4700 in this definition, for constant properties (about 1700 for a layer heated from below).

A side wall disturbs Θ by a solution of Laplace's equation that vanishes on both plates. Its slowest-decaying part varies as cos(πz/L) and dies away from the wall roughly as exp(−πx/L), with x the distance from the wall. Over 15 cm this factor is 1.5 × 10⁻⁷. That is the decay from a flat wall; on the axis of a round chamber the disturbance is about ten times larger, which is still negligible.

Q: Then how far would you trust 546 K for an actual reactor?

A: As an estimate of about 550 K for the assumed uniform heating, not as a prediction for a particular reactor. The pressure, gap and cooled plates are meant to resemble a moderate-pressure capacitive argon discharge, but the uniform heating rate is not typical of one. Elastic electron–atom collisions at an electron temperature of 2–3 eV would need roughly 10¹² electrons per cm³ to supply 0.05 W/cm³, and at 10¹⁰ cm⁻³ they supply less than 10⁻³ W/cm³. In such a discharge the power that ions gain in the sheaths next to the plates can exceed this bulk heating several times over, and part of it passes to the gas there. Suppose half the heat is released evenly within 2 mm of the plates and the other half evenly across the gap. The sheath heat has a mean distance to the plate of 1 mm, against 7.5 mm for uniform heating, so Θ_c falls to (1 + 1/7.5)/2 = 0.567 of its uniform value. The centre is then at about 451 K, 95 K lower, and a larger sheath share lowers it further. The heating rate is a chosen value: the share of electrical power that reaches the neutral gas depends on the discharge and is not calculated here. Its influence follows from the logarithmic slope,

β/(1 + nβ) = 1.0417/2.771 = 0.376.

A 10% error in q therefore moves T_c by about 3.8%, or 20 K, and a 10% error in k_w moves it about as far the other way. Changing s by 0.05 at fixed k_w moves it by less than 4 K. The values for argon are rounded: a reference correlation for dilute argon gives 0.0178 W/(m K) at 300 K and an effective exponent near 0.79 between 300 and 546 K, and with it T_c is about 542 K here and about 1005 K at 0.200 W/cm³.

If one electrode is heated, the assumption of equal plates fails, but the transform still works. Measure Θ from any reference temperature and let its plate values be Θ₁ and Θ₂. The equation is linear, so a straight line joining Θ₁ and Θ₂ is added to the parabola, and at mid-gap

Θ(0) = (Θ₁ + Θ₂)/2 + qL²/8.

For the power law, Θ is a constant multiple of T^n plus another constant, so

T(0)^n = (T₁^n + T₂^n)/2 + n q L² T_w^s/(8k_w),

where k_w is now the conductivity at a chosen reference temperature T_w. Mid-gap is then no longer the hottest point, because the added line shifts the maximum of Θ towards the hotter plate. The numerical output below lists the values for the equal-plate case.

Calculated quantities

```
plate temperature: 300 K
conductivity at plate temperature: 0.018 W/(m K)
conductivity exponent s: 0.70
gap: 3.0 cm
heating of the gas: 0.050 W/cm3
pressure: 1.0 Torr
heat flux to each plate: 0.0750 W/cm2
Kirchhoff potential at centre: 5.6250 W/m
beta: 1.0417 (dimensionless)
bracket 1+(s+1)beta: 2.7708 (dimensionless)
exponent 1/(s+1): 0.5882 (dimensionless)
centre temperature, closed form: 546.36 K
centre temperature, direct integration: 546.36 K
centre temperature in Celsius: 273.2 C
quarter-gap temperature: 493.18 K
constant-conductivity centre temperature: 612.50 K
constant-conductivity excess: 66.14 K
slope d(T_c/T_w)/ds at s=0, integration: -0.4156
slope d(T_c/T_w)/ds at s=0, formula: -0.4156
beta^2 coefficient, integration: -0.3500
growth exponent, beta 100 to 200: 0.5858
gas density at plate: 3.219e+16 cm^-3
gas density at centre: 1.767e+16 cm^-3
density ratio centre/plate: 0.549
scan: heating W/cm3 | beta | T_c K | constant-k T_c K
  0.002 | 0.0417 | 312.3 | 312.5
  0.010 | 0.2083 | 358.6 | 362.5
  0.050 | 1.0417 | 546.4 | 612.5
  0.200 | 4.1667 | 1025.6 | 1550.0
neglected effects (change of centre temperature unless stated):
cosine heating, same power: +54.3 K
heating proportional to density: -17.9 K
accommodation coefficient: 0.80
temperature jump at plate: 6.35 K
effect of jump at centre: +4.19 K
exponent s = 0.65: +3.65 K
exponent s = 0.75: -3.53 K
plate radius: 15 cm
feed flow: 100 sccm
total heating of the gas: 106.0 W
feed-gas heat / total heating: 0.36 %
Rayleigh number: 1.24 (dimensionless)
side-wall factor exp(-pi R/L): 1.5e-07 (dimensionless)
```
